**Oscillator strengths of the infinite square well**

For a particle of mass $m$ between walls a distance $L$ apart, the strength from the ground state to level $n$ is $f_{n1}=64n^2/[\pi^2(n^2-1)^3]$ for even $n$ and zero for odd $n>1$, and the strengths sum to 1. Here $f_{n1}=2m(E_n-E_1)|x_{n1}|^2/\hbar^2$, where $E_n$ are the level energies and $x_{n1}$ the position matrix elements. The program asserts that the matrix elements agree with quadrature, and that energies and strengths agree with finite-difference diagonalization for two choices of width and mass. It also asserts the algebraic splitting of the series, its finite sums in exact fractions, and the infinite sum evaluated numerically. The total is asserted a second time as an expectation value in the ground state, and the estimate of the strength lost by truncation is compared with direct sums. For an electron in a 1 nm well, the output shows a first transition at 1.128 eV with strength 0.961. The five nonzero strengths up to $n=10$ add up to 0.9992.

## Program and output

```python
"""Oscillator strengths from the ground state of the infinite square well.

Result under test, for walls at x = 0 and x = L:
    f_n1 = 2 m (E_n - E_1) |x_n1|^2 / hbar^2
         = 64 n^2 / (pi^2 (n^2 - 1)^3)   for even n,
    f_n1 = 0 for odd n > 1, and the sum over even n equals 1.
Symbols: n level number from 1, m particle mass, L well width,
E_n level energy, x_n1 position matrix element between levels n and 1.
"""
from fractions import Fraction

import mpmath as mp
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def strength_formula(n):
    return 64 * n**2 / (np.pi**2 * (n**2 - 1)**3) if n % 2 == 0 else 0.0


def position_formula(n):
    """Matrix element x_n1 divided by L, for even n."""
    return -8 * n / (np.pi**2 * (n**2 - 1)**2)


def kinetic_constant(mass_ratio):
    """hbar^2 / (2 m) in eV nm^2, for m = mass_ratio electron masses."""
    joule_m2 = const.hbar**2 / (2 * mass_ratio * const.m_e)
    return joule_m2 / const.e * 1e18


def grid_well(width_nm, mass_ratio, levels=10, points=900):
    """Energies (eV) and strengths from a finite-difference Hamiltonian."""
    step = width_nm / (points + 1)
    x = step * np.arange(1, points + 1)
    kinetic = kinetic_constant(mass_ratio)
    diagonal = np.full(points, 2 * kinetic / step**2)
    off_diagonal = np.full(points - 1, -kinetic / step**2)
    energies, states = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, levels - 1))
    x_n1 = states.T @ (x * states[:, 0])
    strengths = (energies - energies[0]) * x_n1**2 / kinetic
    return energies, strengths


# Matrix elements from their defining integral, in units of L.
for n in range(2, 13):
    integral = quad(lambda x: 2 * x * np.sin(n * np.pi * x)
                    * np.sin(np.pi * x), 0, 1, epsabs=1e-12, limit=200)[0]
    expected = position_formula(n) if n % 2 == 0 else 0.0
    assert abs(integral - expected) < 1e-10

# Energies and strengths by diagonalization, for two widths and masses.
# The grid error grows as the squared phase advance per step, about 1e-4.
for width, mass_ratio in ((1.0, 1.0), (2.5, 0.5)):
    grid_energies, grid_strengths = grid_well(width, mass_ratio)
    ground = kinetic_constant(mass_ratio) * (np.pi / width)**2
    for n in range(1, 11):
        assert abs(grid_energies[n - 1] / (n**2 * ground) - 1) < 5e-4
        if n % 2 == 0:
            ratio = grid_strengths[n - 1] / strength_formula(n)
            assert abs(ratio - 1) < 1e-3
        else:
            assert abs(grid_strengths[n - 1]) < 1e-10

# Splitting of the series term into telescoping and square parts.
s = sp.symbols("s")
a, b = 1 / (s - 1), 1 / (s + 1)
split = (a**3 - b**3) / 8 + (a**2 + b**2) / 16 - (a - b) / 16
assert sp.simplify(split - s**2 / (s**2 - 1)**3) == 0

# Finite sums in exact fractions against the telescoped expression.
for last in (2, 4, 10, 40):
    direct = sum(Fraction(n**2, (n**2 - 1)**3)
                 for n in range(2, last + 1, 2))
    odd_squares = sum(Fraction(1, j**2) for j in range(1, last, 2))
    M = last + 1
    telescoped = (odd_squares / 8 + Fraction(1, 16 * M)
                  + Fraction(1, 16 * M**2) - Fraction(1, 8 * M**3))
    assert direct == telescoped

# Expansion coefficients of the constant function 1, for L = 1.
for j in range(1, 8):
    coefficient = quad(lambda x: np.sqrt(2) * np.sin(j * np.pi * x),
                       0, 1, epsabs=1e-12)[0]
    expected = np.sqrt(2) * 2 / (j * np.pi) if j % 2 else 0.0
    assert abs(coefficient - expected) < 1e-10

# Infinite sums evaluated numerically.
odd_sum = mp.nsum(lambda k: 1 / (2 * k + 1)**2, [0, mp.inf])
assert abs(odd_sum - mp.pi**2 / 8) < 1e-10
total = mp.nsum(lambda k: 64 * (2 * k)**2
                / (mp.pi**2 * ((2 * k)**2 - 1)**3), [1, mp.inf])
assert abs(total - 1) < 1e-10

# Total strength as an expectation value, with L = 1 and hbar^2/(2m) = 1.
X = sp.symbols("X", real=True)
moved_state = X * sp.sqrt(2) * sp.sin(sp.pi * X)
h_minus_e = -sp.diff(moved_state, X, 2) - sp.pi**2 * moved_state
integrand = sp.lambdify(X, moved_state * h_minus_e, "numpy")
expectation = quad(integrand, 0, 1, epsabs=1e-12)[0]
assert abs(expectation - 1) < 1e-10


def missing_estimate(last):
    return 32 / (3 * np.pi**2 * (last + 1)**3)


# Missing strength after truncation; relative error falls as 1/(N+1)^2.
for last in (10, 20, 40):
    partial = sum(strength_formula(n) for n in range(2, last + 1, 2))
    relative_error = (1 - partial) / missing_estimate(last) - 1
    assert abs(relative_error) < 1 / (last + 1)**2

# Worked example: an electron in a well of round width.
width_nm = 1.0
ground_eV = kinetic_constant(1.0) * (np.pi / width_nm)**2
gap_eV = 3 * ground_eV
wavelength_nm = const.h * const.c / (gap_eV * const.e) * 1e9
x21_nm = abs(position_formula(2)) * width_nm

print(f"well width L = {width_nm:.3f} nm")
print(f"particle mass = {const.m_e:.6e} kg")
print(f"ground energy E_1 = {ground_eV:.4f} eV")
print(f"second level E_2 = {4 * ground_eV:.4f} eV")
print(f"transition energy E_2 - E_1 = {gap_eV:.4f} eV")
print(f"vacuum wavelength of 1->2 = {wavelength_nm:.1f} nm")
print(f"|x_21| = {x21_nm:.5f} nm")
running = 0.0
for n in range(2, 11, 2):
    running += strength_formula(n)
    print(f"n = {n:2d}: f_n1 = {strength_formula(n):.6f}, "
          f"running sum = {running:.6f} (dimensionless)")
first_grid = grid_well(width_nm, 1.0)[1][1]
print(f"f_21 from grid diagonalization = {first_grid:.5f} (dimensionless)")
print(f"strength above n = 2: {1 - strength_formula(2):.6f} (dimensionless)")
print(f"missing after n = 10: {1 - running:.4e} (dimensionless)")
print(f"estimate of missing: {missing_estimate(10):.4e} (dimensionless)")
print(f"sum of 1/j^2 over odd j = {float(odd_sum):.8f} (dimensionless)")
print(f"infinite sum of f_n1 = {float(total):.10f} (dimensionless)")
print(f"expectation-value total = {expectation:.10f} (dimensionless)")
print("checks complete")
```

Running it gives:

```
well width L = 1.000 nm
particle mass = 9.109384e-31 kg
ground energy E_1 = 0.3760 eV
second level E_2 = 1.5041 eV
transition energy E_2 - E_1 = 1.1281 eV
vacuum wavelength of 1->2 = 1099.1 nm
|x_21| = 0.18013 nm
n =  2: f_n1 = 0.960675, running sum = 0.960675 (dimensionless)
n =  4: f_n1 = 0.030742, running sum = 0.991417 (dimensionless)
n =  6: f_n1 = 0.005445, running sum = 0.996861 (dimensionless)
n =  8: f_n1 = 0.001660, running sum = 0.998521 (dimensionless)
n = 10: f_n1 = 0.000668, running sum = 0.999189 (dimensionless)
f_21 from grid diagonalization = 0.96067 (dimensionless)
strength above n = 2: 0.039325 (dimensionless)
missing after n = 10: 8.1068e-04 (dimensionless)
estimate of missing: 8.1199e-04 (dimensionless)
sum of 1/j^2 over odd j = 1.23370055 (dimensionless)
infinite sum of f_n1 = 1.0000000000 (dimensionless)
expectation-value total = 1.0000000000 (dimensionless)
checks complete
```
